**Spontaneous polarization and loss of a polar minimum in a quartic Landau model**

For the free energy density \(f=aP^2/2+bP^4/4-EP\), with \(a<0\) and \(b>0\), the program tests \(P_s=\sqrt{|a|/b}\) and \(E_c=2|a|P_s/(3\sqrt3)\). Here \(P\) is the uniform switching polarization, \(E\) the internal field, \(P_s\) the spontaneous polarization and \(E_c\) the field at which the opposed minimum disappears. For three parameter sets, it asserts that these formulas agree with direct minimization and with a threshold found by counting minima of the sampled energy. It also asserts the zero-field barrier, the susceptibility, the polarization of the surviving minimum at the threshold, and the final states of uniform relaxation at 0.99 and 1.01 \(E_c\). For two non-negative values of \(a\), it asserts that a single minimum is found at each of five fields. In the main example, the output gives \(P_s=0.200\) C/m² and \(E_c=7.70\times10^7\) V/m. The relaxed polarization keeps its negative sign at 0.99 \(E_c\) and becomes positive at 1.01 \(E_c\).

## Check in Python

```python
"""
Uniform Landau ferroelectric: f(P,E) = a P^2/2 + b P^4/4 - E P, b > 0.
Result under test, for a < 0:
  spontaneous polarization  P_s = sqrt(|a|/b)
  homogeneous coercive field E_c = 2 |a| P_s / (3 sqrt(3)),
the field at which the minimum opposed to the field disappears.
P: polarization (C/m^2), E: internal field (V/m), f: energy density (J/m^3).
Minima are found from sampled values of f, without using the formulas.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar

GRID = np.linspace(-1.0, 1.0, 40001)


def free_energy(P, E, a, b):
    return a * P**2 / 2 + b * P**4 / 4 - E * P


def sampled_minima(E, a, b):
    """Positions of all interior local minima of f on the grid."""
    f = free_energy(GRID, E, a, b)
    is_minimum = (f[1:-1] < f[:-2]) & (f[1:-1] < f[2:])
    return GRID[1:-1][is_minimum]


def positive_minimum(E, a, b):
    """Lowest point of f at P > 0, refined by direct minimization."""
    P = GRID[GRID > 0]
    guess = P[np.argmin(free_energy(P, E, a, b))]
    found = minimize_scalar(free_energy, args=(E, a, b), method="bounded",
                            bounds=(guess - 1e-3, guess + 1e-3),
                            options={"xatol": 1e-12})
    return found.x


def threshold_field(a, b):
    """Bisect for the field that removes the minimum at P < 0."""
    low, high = 0.0, 1.0e9
    last_position = None
    for _ in range(50):
        middle = (low + high) / 2
        minima = sampled_minima(middle, a, b)
        negative = minima[minima < 0]
        if negative.size:
            low, last_position = middle, negative[0]
        else:
            high = middle
    return (low + high) / 2, last_position


def stationary_points(E, a, b):
    roots = np.roots([b, 0.0, a, -E])
    return np.sort(roots[np.abs(roots.imag) < 1e-7].real)


def relax(E, a, b, start):
    """Overdamped descent of f; time in units of 1/(mobility*|a|)."""
    step = 1e-5

    def rate(_, P):
        slope = (free_energy(P + step, E, a, b)
                 - free_energy(P - step, E, a, b)) / (2 * step)
        return -slope / abs(a)

    run = solve_ivp(rate, (0, 300), [start], rtol=1e-8, atol=1e-10)
    assert run.success
    return run.y[0, -1]


# Formulas against direct searches, for three different parameter sets
results = []
for a, b in [(-1.0e9, 2.5e10), (-4.0e8, 2.0e9), (-2.5e9, 3.0e10)]:
    Ps = np.sqrt(-a / b)
    Ec = 2 * abs(a) * Ps / (3 * np.sqrt(3))
    Ps_search = positive_minimum(0.0, a, b)
    assert abs(Ps_search / Ps - 1) < 1e-6
    barrier_search = (free_energy(0.0, 0.0, a, b)
                      - free_energy(Ps_search, 0.0, a, b))
    assert abs(barrier_search / (a**2 / (4 * b)) - 1) < 1e-9

    # Grid spacing limits the threshold to about (spacing/Ps)^2
    Ec_search, P_last = threshold_field(a, b)
    assert abs(Ec_search / Ec - 1) < 1e-5
    assert abs(P_last / (-Ps / np.sqrt(3)) - 1) < 2e-3
    assert len(sampled_minima(0.99 * Ec, a, b)) == 2
    assert len(sampled_minima(1.01 * Ec, a, b)) == 1
    P_survivor = positive_minimum(Ec_search, a, b)
    assert abs(P_survivor / (2 * Ps / np.sqrt(3)) - 1) < 1e-5

    # Susceptibility from the measured shift of the minimum
    dE = 0.01 * Ec_search
    shift = positive_minimum(dE, a, b) - positive_minimum(-dE, a, b)
    chi_search = shift / (2 * dE * epsilon_0)
    chi = 1 / (2 * epsilon_0 * abs(a))
    assert abs(chi_search / chi - 1) < 1e-3
    Ec_from_chi = Ps_search / (3 * np.sqrt(3) * epsilon_0 * chi_search)
    assert abs(Ec_from_chi / Ec_search - 1) < 1e-3

    # Uniform relaxation from the opposed state, below and above threshold
    P_below = relax(0.99 * Ec, a, b, -Ps)
    P_above = relax(1.01 * Ec, a, b, -Ps)
    assert P_below < 0 < P_above
    assert abs(P_below - stationary_points(0.99 * Ec, a, b)[0]) < 1e-5
    assert abs(P_above - stationary_points(1.01 * Ec, a, b)[-1]) < 1e-5
    results.append((a, b, Ps, Ps_search, Ec, Ec_search, P_last, P_survivor,
                    barrier_search, chi, chi_search, P_below, P_above))

# Without a negative quadratic coefficient there is only one minimum
for a_positive in (0.0, 1.0e9):
    for E in (-2.0e8, -1.0e7, 0.0, 1.0e7, 2.0e8):
        assert len(sampled_minima(E, a_positive, 2.5e10)) == 1

(a, b, Ps, Ps_search, Ec, Ec_search, P_last, P_survivor,
 barrier, chi, chi_search, P_below, P_above) = results[0]
thickness = 10e-9

print("WORKED EXAMPLE (round model parameters)")
print(f"a = {a:.3e} J m/C^2")
print(f"b = {b:.3e} J m^5/C^4")
print(f"film thickness = {thickness * 1e9:.1f} nm")
print(f"P_s, formula = {Ps:.6f} C/m^2")
print(f"P_s, direct minimization = {Ps_search:.6f} C/m^2")
print(f"P_s, converted = {Ps * 100:.2f} microC/cm^2")
print(f"zero-field barrier density = {barrier:.4e} J/m^3")
print(f"curvature of f at P_s = {a + 3 * b * Ps**2:.4e} J m/C^2")
print(f"susceptibility at P_s, formula = {chi:.3f} (no unit)")
print(f"susceptibility at P_s, from shift = {chi_search:.3f} (no unit)")
print(f"2/(3 sqrt 3) = {2 / (3 * np.sqrt(3)):.5f} (no unit)")
print(f"|a| P_s = {abs(a) * Ps:.4e} V/m")
print(f"E_c, formula = {Ec:.5e} V/m")
print(f"E_c, from counting minima = {Ec_search:.5e} V/m")
print(f"E_c, converted = {Ec * 1e-8:.4f} MV/cm")
print(f"ideal switching voltage E_c d = {Ec * thickness:.4f} V")
print(f"-P_s/sqrt 3 = {-Ps / np.sqrt(3):.5f} C/m^2")
print(f"last negative minimum on grid = {P_last:.5f} C/m^2")
print(f"2 P_s/sqrt 3 = {2 * Ps / np.sqrt(3):.5f} C/m^2")
print(f"surviving minimum at E_c, search = {P_survivor:.5f} C/m^2")
print(f"relaxed from -P_s at 0.99 E_c: P = {P_below:.5f} C/m^2")
print(f"relaxed from -P_s at 1.01 E_c: P = {P_above:.5f} C/m^2")

print("STATIONARY POINTS (C/m^2) and barrier out of the negative well")
for ratio in (0.0, 0.5, 0.9, 1.1):
    E = ratio * Ec
    points = stationary_points(E, a, b)
    listing = ", ".join(f"{P + 0.0:.5f}" for P in points)
    if len(points) == 3:
        height = (free_energy(points[1], E, a, b)
                  - free_energy(points[0], E, a, b))
        note = f"barrier {height:.4e} J/m^3"
    else:
        note = "no negative well"
    print(f"E/E_c = {ratio:.1f}: {listing}; {note}")

print("OTHER PARAMETER SETS: E_c formula and search")
for row in results[1:]:
    print(f"a = {row[0]:.2e} J m/C^2, b = {row[1]:.2e} J m^5/C^4:")
    print(f"  E_c = {row[4]:.5e} V/m, search {row[5]:.5e} V/m")

print("all tests passed")
```

Printed output:

```
WORKED EXAMPLE (round model parameters)
a = -1.000e+09 J m/C^2
b = 2.500e+10 J m^5/C^4
film thickness = 10.0 nm
P_s, formula = 0.200000 C/m^2
P_s, direct minimization = 0.200000 C/m^2
P_s, converted = 20.00 microC/cm^2
zero-field barrier density = 1.0000e+07 J/m^3
curvature of f at P_s = 2.0000e+09 J m/C^2
susceptibility at P_s, formula = 56.470 (no unit)
susceptibility at P_s, from shift = 56.471 (no unit)
2/(3 sqrt 3) = 0.38490 (no unit)
|a| P_s = 2.0000e+08 V/m
E_c, formula = 7.69800e+07 V/m
E_c, from counting minima = 7.69800e+07 V/m
E_c, converted = 0.7698 MV/cm
ideal switching voltage E_c d = 0.7698 V
-P_s/sqrt 3 = -0.11547 C/m^2
last negative minimum on grid = -0.11550 C/m^2
2 P_s/sqrt 3 = 0.23094 C/m^2
surviving minimum at E_c, search = 0.23094 C/m^2
relaxed from -P_s at 0.99 E_c: P = -0.12477 C/m^2
relaxed from -P_s at 1.01 E_c: P = 0.23120 C/m^2
STATIONARY POINTS (C/m^2) and barrier out of the negative well
E/E_c = 0.0: -0.20000, 0.00000, 0.20000; barrier 1.0000e+07 J/m^3
E/E_c = 0.5: -0.17691, -0.04010, 0.21701; barrier 3.4730e+06 J/m^3
E/E_c = 0.9: -0.14412, -0.08421, 0.22834; barrier 3.0688e+05 J/m^3
E/E_c = 1.1: 0.23347; no negative well
OTHER PARAMETER SETS: E_c formula and search
a = -4.00e+08 J m/C^2, b = 2.00e+09 J m^5/C^4:
  E_c = 6.88530e+07 V/m, search 6.88530e+07 V/m
a = -2.50e+09 J m/C^2, b = 3.00e+10 J m^5/C^4:
  E_c = 2.77778e+08 V/m, search 2.77778e+08 V/m
all tests passed
```
